Dirac-Fock Exchange Energy of Closed Subshells in Radial Slater Integrals

**1. What symmetry and dimensions fix**

A relativistic subshell (n, κ) is closed when all 2j+1 values of m are occupied. The sum of φ_m φ_m† over m is then unchanged by a joint rotation of space and spin. The exchange energy of two closed subshells a and b therefore cannot depend on a direction. The Coulomb interaction is a sum of multipoles k, so the energy must have the form

K_ab = Σ_k (pure number depending on κ_a, κ_b, k) × R^k_ab.

Here R^k_ab is a double radial integral with the dimension of an inverse length, which is an energy in Hartree atomic units. Rotational symmetry alone would still allow the product of the large components and the product of the small components to enter this integral with different weights. Section 5 shows that the weights are equal.

Reflection restricts k. The product of a state of a and a state of b has parity (−1)^(l_a+l_b), and a multipole of order k has parity (−1)^k. Their angular integral vanishes unless l_a+k+l_b is even. The numbers themselves remain to be found.

**2. Statement and conventions**

The orbitals are

φ_am = (1/r) ( P_a χ_{κ_a m} , i Q_a χ_{−κ_a m} ),

with real P and Q and ∫(P²+Q²)dr = 1. The quantum number κ fixes j = |κ|−½. The orbital momentum l of the large component is −κ−1 for κ < 0, where j = l+½, and κ for κ > 0, where j = l−½.

The interaction is the instantaneous Coulomb repulsion 1/r₁₂ between electrons in one determinant. The Breit interaction, retardation, pair creation and correlation are left out. The result is

E_x = −½ Σ_ab (2j_a+1)(2j_b+1) Σ_k Π(l_a+k+l_b) (j_a k j_b; ½ 0 −½)² R^k_ab,  (1)

R^k_ab = ∫∫ ρ_ab(r) ρ_ab(r′) r_<^k / r_>^(k+1) dr dr′,

ρ_ab = P_a P_b + Q_a Q_b.

Π is 1 for an even argument and 0 for an odd one. In a 3j symbol the semicolon separates the upper from the lower row. The sum runs over ordered pairs and includes a = b.

Equation (1) is an explicit functional of the orbitals. With self-consistent Dirac-Fock orbitals it is the Dirac-Fock exchange energy. It can equally be evaluated with Dirac orbitals of a local central potential.

**3. The exchange sum**

In the expectation value of the repulsion over a determinant, orthogonality leaves two permutations for each pair of electrons: the identity and their interchange. The interchange has sign −1. Counting ordered pairs requires a factor ½, so

E_x = −½ Σ_ab K_ab,

K_ab = Σ_mm′ ∫∫ (φ_am†φ_bm′)(1) (φ_bm′†φ_am)(2) / r₁₂.

**4. Spin-angular functions at the north pole**

We couple l before spin and use Condon-Shortley phases. The up and down components of χ_κm are then

j = l+½: √[(l+m+½)/(2l+1)] Y_{l,m−½} and √[(l−m+½)/(2l+1)] Y_{l,m+½},

j = l−½: −√[(l−m+½)/(2l+1)] Y_{l,m−½} and √[(l+m+½)/(2l+1)] Y_{l,m+½}.

At the pole ẑ, Y_lμ equals √[(2l+1)/4π] for μ = 0 and vanishes otherwise. The up component thus needs m = ½ and the down component m = −½. For j = l+½ both values are √[(l+1)/4π]. For j = l−½ they are −√(l/4π) and +√(l/4π). Since 2j+1 is 2l+2 in the first case and 2l in the second, both cases read

χ_κm(ẑ) = s_κ(m) √[(2j+1)/8π] e_m for m = ±½, and zero for other m,  (2)

s_κ(−½) = 1, s_κ(½) = −sign κ = (−1)^(j−l−½).

Here e_m is the spin-up or spin-down unit vector.

**5. One angular factor for both components**

The operator σ·n, with n = r/r, commutes with the total angular momentum and is odd under reflection. It therefore keeps j and m but changes l to the other value allowed by j, which means κ → −κ. Hence (σ·n)χ_κm is a constant times χ_{−κm}. The constant does not depend on m, because σ·n also commutes with the ladder operators.

Equation (2) at m = −½ supplies the constant. There σ_z e_{−½} = −e_{−½}, while χ_κ and χ_{−κ} have equal values. Thus

χ_{−κm} = −(σ·n) χ_κm.

Because (σ·n)² = 1,

χ†_{−κm} χ_{−κ′m′} = χ†_κm (σ·n)² χ_κ′m′ = χ†_κm χ_κ′m′

in every direction. The factors of i give (−i)(i) = 1, so

φ_am† φ_bm′ = [ρ_ab(r)/r²] χ†_{κ_a m} χ_{κ_b m′}.

The small components enter through ρ_ab and need no angular coefficients of their own.

**6. Separation of radius and angle**

Let C^k_q = √[4π/(2k+1)] Y_kq. The multipole expansion is

1/r₁₂ = Σ_k [r_<^k/r_>^(k+1)] Σ_q C^k_q(1) C^k_q(2)*.

The factors r² of the two volume elements cancel the 1/r² of the two densities. The angular integral over electron 2 is the complex conjugate of that over electron 1. Therefore

K_ab = Σ_k R^k_ab S_k, S_k = Σ_mm′q |⟨κm|C^k_q|κ′m′⟩|²,

where κ, j, l belong to a and κ′, j′, l′ to b. The Wigner-Eckart theorem gives

⟨κm|C^k_q|κ′m′⟩ = (−1)^(j−m) (j k j′; −m q m′) ⟨κ‖C^k‖κ′⟩.

For |j−j′| ≤ k ≤ j+j′ the squared 3j symbols, summed over m, q and m′, give one. Hence S_k = |⟨κ‖C^k‖κ′⟩|². Outside this range S_k = 0.

**7. The reduced element**

The functions √[(2k+1)/4π] C^k_q are orthonormal and complete on the sphere, so

χ†_κm(n) χ_κ′m(n) = Σ_kq [(2k+1)/4π] ⟨κm|C^k_q|κ′m⟩ C^k_q(n)*.

At n = ẑ, C^k_q is 1 for q = 0 and 0 otherwise. With equation (2) on the left, for m = ±½,

s_κ(m) s_κ′(m) √[(2j+1)(2j′+1)]/8π = Σ_k [(2k+1)/4π] (−1)^(j−m) (j k j′; −m 0 m) ⟨κ‖C^k‖κ′⟩.

For other m the left side is zero. Multiply by (−1)^(j−m) (j k₀ j′; −m 0 m) and sum over all m. The squared phase is 1 because j−m is an integer, and orthogonality reads

(2k+1) Σ_m (j k j′; −m 0 m)(j k₀ j′; −m 0 m) = 1 for k = k₀, and 0 otherwise.

Only k = k₀ survives. Multiplying by 4π and writing k for k₀, we obtain

⟨κ‖C^k‖κ′⟩ = ½ √[(2j+1)(2j′+1)] (T₊ + T₋),  (3)

T₊ = s_κ(½) s_κ′(½) (−1)^(j−½) (j k j′; −½ 0 ½),

T₋ = (−1)^(j+½) (j k j′; ½ 0 −½).

**8. The parity rule**

Reversing the lower row multiplies a 3j symbol by (−1)^(j+k+j′), and (−1)^(j+½) = −(−1)^(j−½). Each s is its own inverse, so

T₋ = −(−1)^(j+k+j′) s_κ(½) s_κ′(½) T₊.

Inserting s_κ(½) = (−1)^(j−l−½) and its counterpart for κ′,

T₋ = −(−1)^(2j+2j′+k−l−l′−1) T₊ = (−1)^(2j+2j′+k−l−l′) T₊.

The sum 2j+2j′ of two odd integers is even, and the signs of l and l′ in the exponent do not matter. Therefore

T₋ = (−1)^(l+k+l′) T₊.

The two spin directions at the pole add for even l+k+l′ and cancel for odd. Equation (3) becomes √[(2j+1)(2j′+1)] Π(l+k+l′) T₊. Its square contains no sign, so

S_k = (2j+1)(2j′+1) Π(l+k+l′) (j k j′; ½ 0 −½)².

With E_x = −½ Σ_ab Σ_k R^k_ab S_k, this is equation (1).

The 3j symbol depends on j and j′ but not on l and l′, so it cannot carry the parity rule. For j = j′ = ½ and k = 1 its square is 1/6, although two s½ subshells have no dipole exchange. Π must be written separately.

**9. A sum rule that supplies coefficients**

Write w_k = (j k j′; ½ 0 −½)². Orthogonality with respect to k gives

Σ_k (2k+1) w_k = 1,

Σ_k (2k+1) (j k j′; ½ 0 −½)(j k j′; −½ 0 ½) = 0.

The second line is Σ_k (−1)^(j+k+j′) (2k+1) w_k = 0. The even k and the odd k thus contribute equally, and each set gives half of the first sum:

Σ_k (2k+1) Π(l+k+l′) w_k = ½.  (4)

If parity leaves a single k, then w_k = 1/[2(2k+1)], which is ½ for k = 0, 1/6 for k = 1 and 1/10 for k = 2. For two p3/2 subshells, k = 0 and 2 remain. Since w₀ = 1/(2j+1) = ¼, equation (4) gives ¼ + 5w₂ = ½, so w₂ = 1/20.

**10. Limits and conditions**

For 1s² alone, E_x = −½·2·2·½·R⁰ = −R⁰. The direct energy is ½·2²·R⁰ = 2R⁰. The total R⁰ is the repulsion of one pair of electrons. The a = b terms are therefore needed to remove the self-repulsion contained in the direct energy.

In the nonrelativistic limit Q → 0 and P no longer depends on j. For fixed l, the functions χ_κm of both j values are a unitary transformation of the products Y_lμ e_σ. A sum of squared matrix elements over complete sets is unchanged by such a transformation. The operator C^k_q does not act on spin, so the spin sum gives 2. The orbital element is

⟨lμ|C^k_q|l′μ′⟩ = (−1)^μ √[(2l+1)(2l′+1)] (l k l′; −μ q μ′)(l k l′; 0 0 0).

Summing its square over μ, q and μ′ gives

Σ_jj′ S_k = 2(2l+1)(2l′+1) (l k l′; 0 0 0)².

If both j subshells of every occupied nl with l > 0 are filled, the terms of equation (1) can be grouped in this way. The factor 2 then cancels the ½ in E_x:

E_x(nonrel.) = −Σ_{nl,n′l′} (2l+1)(2l′+1) Σ_k (l k l′; 0 0 0)² R^k.  (5)

Equation (1) requires complete m sums and radial functions independent of m. In an open subshell the first condition fails, and the exchange energy can depend on which m are occupied or on the coupled state. For a single electron in a j = ½ subshell outside closed subshells the energy does not depend on m, since a rotation by π interchanges m = ½ and m = −½. Equation (1) still does not apply as written. The exchange term of this electron with itself is −½R⁰, not the −R⁰ of the filled subshell, and its exchange energy with each closed subshell is half that of the filled subshell.

**11. Example: ten electrons at Z = 80**

Let 1s, 2s, 2p1/2 and 2p3/2 be filled in the field of a point nucleus with Z = 80. We use unscreened hydrogenic Dirac orbitals. The result is the exchange part of the energy at first order in the electron repulsion, not a self-consistent Dirac-Fock energy.

With ε the energy without the rest energy, the radial equations are

c(P′ + κP/r) = (ε + 2c² + Z/r) Q,

c(Q′ − κQ/r) = −(ε + Z/r) P.

For 1s, κ = −1. Try P ∝ r^γ e^(−Zr) and Q = qP. Matching the 1/r and constant terms gives

c(γ−1) = Zq, −cZ = (ε+2c²)q,

cq(γ+1) = −Z, cqZ = ε.

The first and third relations give γ² = 1−Z²/c² and q = −Z/[c(1+γ)]. The fourth gives ε = −c²(1−γ), and the second is then satisfied. Since P²+Q² ∝ r^(2γ) e^(−2Zr),

⟨r⟩ = (2γ+1)/(2Z).

The nonrelativistic value, with γ = 1, is 3/(2Z). The ratio is 0.875 at Z = 80. For n = 2 let n_r = n−|κ| (0 or 1), γ = √(κ²−Z²/c²), N = √[(n_r+γ)²+Z²/c²], η = (n_r+γ)/N, x = 2Zr/N and f = (N−κ)[1 − n_r x/(2γ+1)]. The functions used are P ∝ √(1+η) x^γ e^(−x/2) (f − n_r) and Q ∝ −√(1−η) x^γ e^(−x/2) (f + n_r), with a common normalizing factor and ε = c²(η−1). For n = 1 they reduce to the 1s solution above. They were not derived here but were checked by numerical substitution into the radial equations at sample points. Numerical integration gives radius ratios of 0.866 for 2s, 0.840 for 2p1/2 and 0.965 for 2p3/2.

The integrals R^k were computed by numerical quadrature on a logarithmic grid. All energies below are in hartree. The last column contains both orders of a pair when a ≠ b.

a, b | k | w_k | R^k | energy
1s, 1s | 0 | 1/2 | 58.096 | −58.096
1s, 2s | 0 | 1/2 | 2.579 | −5.159
1s, 2p1/2 | 1 | 1/6 | 4.278 | −2.852
1s, 2p3/2 | 1 | 1/6 | 3.724 | −4.965
2s, 2s | 0 | 1/2 | 13.963 | −13.963
2s, 2p1/2 | 1 | 1/6 | 7.581 | −5.054
2s, 2p3/2 | 1 | 1/6 | 7.964 | −10.618
2p1/2, 2p1/2 | 0 | 1/2 | 17.416 | −17.416
2p1/2, 2p3/2 | 2 | 1/10 | 6.929 | −5.543
2p3/2, 2p3/2 | 0 | 1/4 | 15.072 | −30.145
2p3/2, 2p3/2 | 2 | 1/20 | 7.223 | −2.889

Energies were formed before rounding. For the 2p3/2 subshell with itself,

−½·4·4·(15.0724/4 + 7.2229/20) = −8·(3.7681 + 0.3611) = −33.034.

For 1s with 2p3/2 the two orders cancel the ½, leaving −2·4·3.7240/6 = −4.965. The column adds to

E_x = −156.70 hartree = −4264.0 eV.

Leaving out Π would give −234.44 hartree, because the forbidden multipoles would enter with nonzero 3j symbols.

**12. The relativistic change of the Coulomb exchange**

In the nonrelativistic hydrogenic model every length scales as 1/Z, so every R^k is proportional to Z. Equation (5), with its integrals done analytically, gives

E_x(nonrel.) = −(489295/279936) Z = −1.74788 Z,

or −139.83 hartree at Z = 80. With Dirac orbitals and the Coulomb interaction alone this changes by −16.87 hartree, an increase in magnitude of 12.1 percent relative to the nonrelativistic value. This is not the whole relativistic change of exchange. The Breit interaction, left out in Section 2, is of the same relative order (Z/c)², and for closed subshells it contributes only through exchange. Evaluated at first order with the same orbitals, its frequency-independent form adds about +18.4 hartree at Z = 80. Coulomb and Breit exchange together give about −138.3 hartree, 1.1 percent smaller in magnitude than the nonrelativistic value.

All four mean radii are smaller than their nonrelativistic values. A uniform compression of ρ_ab by a factor λ < 1 would multiply R^k by 1/λ, so contraction acts in the direction found. The orbitals also change shape, however, and the radii alone do not determine the energy. Nine of the eleven integrals in the table exceed their nonrelativistic values, but two are smaller: R¹ for 1s with 2p3/2 is 3.724 against 4.097, and R² for 2p1/2 with 2p3/2 is 6.929 against 7.031.

If Q is omitted from ρ_ab while P is kept, the sum is −141.67 hartree. The terms with Q thus account for 15.03 hartree of the magnitude, or 9.6 percent of the full result. This is not a separate physical effect of the small component: P alone is normalized to less than one, so the truncated expression describes incomplete charge.

The ratio of relativistic to nonrelativistic exchange energy is 1.00151 at Z = 10, 1.04068 at Z = 50 and 1.12064 at Z = 80. Its excess over one, divided by Z², is 1.51×10⁻⁵, 1.63×10⁻⁵ and 1.89×10⁻⁵. In this model the relative correction to the Coulomb exchange therefore grows faster than Z² over this range. The statement concerns the Coulomb term only: with the Breit term added, the net change has the opposite sign at all three values of Z (−0.03, −0.7 and −1.1 percent in magnitude).
